# Gaussian Absorption Band of a Two-Site Small Polaron at High Temperature

**Q.** A carrier sits on one of two equivalent sites and lowers its energy by $E_p$ as the lattice relaxes around it. Light that moves it to the other site must undo that relaxation. Should the absorption not be centred at $E_p$?

**A.** Let us define the model first. Each site $i=1,2$ has its own vibrator of quantum $\hbar\omega$, coupled linearly to the charge on that site:

$$H=\hbar\omega\sum_i b_i^\dagger b_i+g\hbar\omega\sum_i n_i(b_i+b_i^\dagger)-J\sigma_x .$$

Here $n_i$ is the occupation of site $i$, $n_1+n_2=1$, $\sigma_x=|1\rangle\langle2|+|2\rangle\langle1|$, and zero-point energy is dropped. The transfer energy $J$ is small; the lattice coupling $g$ is not. For an occupied site with $J=0$, completing the square gives

$$b^\dagger b+g(b+b^\dagger)=(b^\dagger+g)(b+g)-g^2 .$$

The shifted operator $c=b+g$ is again a boson operator, so the spectrum is that of a free vibrator lowered by $E_p=g^2\hbar\omega$.

In the relaxed state the mean of $b$ is $-g$. The elastic energy is therefore $+g^2\hbar\omega=E_p$ and the coupling energy is $-2g^2\hbar\omega=-2E_p$, which add to $-E_p$. Now move the carrier to site 2 with the lattice frozen. The distortion left at site 1 still costs $E_p$, while site 2 is undistorted and supplies no coupling energy. The total is $+E_p$, and the vertical gap is

$$\lambda=E_p-(-E_p)=2E_p .$$

Your estimate removes the energy gain but forgets the elastic energy left behind.

**Q.** That is an energy difference, not an absorption spectrum. The dipole operator is diagonal in the sites, so how does light move the carrier?

**A.** Through the small mixing by $J$. Take light polarised along the pair, whose sites are a distance $a$ apart, with site 1 at $+a/2$. Then $d=(ea/2)\sigma_z$, with $\sigma_z=|1\rangle\langle1|-|2\rangle\langle2|$. Every term of $H$ except $-J\sigma_x$ commutes with $\sigma_z$, and $[\sigma_x,\sigma_z]=-2i\sigma_y$, so

$$[H,\sigma_z]=2iJ\sigma_y .$$

Between eigenstates of $H$ the left side has the element $(E_f-E_i)\langle f|\sigma_z|i\rangle$. For a photon energy $E=E_f-E_i$,

$$|d_{fi}|^2=\left(\frac{ea}{2}\right)^2\frac{4J^2}{E^2}|\langle f|\sigma_y|i\rangle|^2=\left(\frac{eaJ}{E}\right)^2|\langle f|\sigma_y|i\rangle|^2 .$$

A field of amplitude $F_0$ contributes $F_0/2$ to the absorbing part of the perturbation. With thermal populations $p_i$, define

$$G(E)=\sum_{if}p_i|\langle f|\sigma_y|i\rangle|^2\delta(E_f-E_i-E).$$

The golden rule, less stimulated emission, gives the absorbed power

$$P=E\,\frac{2\pi}{\hbar}\frac{F_0^2}{4}\left(\frac{eaJ}{E}\right)^2[G(E)-G(-E)].$$

Divide by the intensity $n_r\varepsilon_0cF_0^2/2$, where $n_r$ is the refractive index and local-field corrections are omitted. With $e^2=4\pi\varepsilon_0\hbar c\,\alpha$, $\alpha$ being the fine-structure constant, the cross-section per carrier is

$$\sigma(E)=\frac{4\pi^2\alpha a^2J^2}{n_rE}[G(E)-G(-E)].$$

Exchanging $i$ and $f$ and using $p_f=p_ie^{-(E_f-E_i)/kT}$ gives $G(-E)=e^{-E/kT}G(E)$. The bracket is therefore $(1-e^{-E/kT})G(E)$.

**Q.** $G$ still contains the eigenstates of the full problem. Where does a Gaussian come from?

**A.** The prefactor is already of order $J^2$, so to leading order we evaluate $G$ with $J=0$. Then $\sigma_y$ simply moves the carrier to the other site. By symmetry we may start on site 1. Let $H_1$ and $H_2$ be the vibrational Hamiltonians for the carrier on sites 1 and 2. Writing the delta function as a time integral gives

$$G(E)=\frac{1}{2\pi\hbar}\int_{-\infty}^{\infty}dt\,e^{iEt/\hbar}C(t),\qquad C(t)=\left\langle e^{iH_1t/\hbar}e^{-iH_2t/\hbar}\right\rangle_1 .$$

The gap operator is $V=H_2-H_1=g\hbar\omega(b_2+b_2^\dagger-b_1-b_1^\dagger)$. Insert $b_1=c_1-g$:

$$V=2g^2\hbar\omega+\delta V=\lambda+\delta V,\qquad \delta V=g\hbar\omega(b_2+b_2^\dagger-c_1-c_1^\dagger).$$

The product of exponentials in $C$ is the time-ordered exponential of $-(i/\hbar)\int_0^tV(s)\,ds$, with $V(s)$ evolving under $H_1$. Since $\delta V$ is linear in boson operators and the thermal state of $H_1$ is Gaussian, cumulants beyond the second vanish:

$$\ln C=-\frac{i\lambda t}{\hbar}-\frac{1}{\hbar^2}\int_0^tds\int_0^sd\tau\,\langle\delta V(\tau)\delta V(0)\rangle .$$

Two independent vibrators contribute equally. With $S=2g^2=\lambda/\hbar\omega$ and Bose number $n$,

$$\langle\delta V(\tau)\delta V(0)\rangle=S(\hbar\omega)^2[(n+1)e^{-i\omega\tau}+ne^{i\omega\tau}].$$

The required integral is

$$\omega^2\int_0^tds\int_0^sd\tau\,e^{\mp i\omega\tau}=1-e^{\mp i\omega t}\mp i\omega t .$$

Its linear parts contribute $+iS\omega t[(n+1)-n]=+i\lambda t/\hbar$, which cancels the first term of $\ln C$. What remains is

$$\ln C=S[(n+1)(e^{-i\omega t}-1)+n(e^{i\omega t}-1)].$$

Expanding the exponentials through third order in time,

$$\ln C=-\frac{i\lambda t}{\hbar}-\frac{Dt^2}{2\hbar^2}+\frac{i\kappa_3t^3}{6\hbar^3}+\dots,$$

$$D=\lambda\hbar\omega(2n+1)=\lambda\hbar\omega\coth\frac{\hbar\omega}{2kT},\qquad \kappa_3=\lambda(\hbar\omega)^2 .$$

These coefficients are the cumulants of $G$. At this order in $J$ its mean is $\lambda=2E_p$ at every temperature.

If $\sqrt D\gg\hbar\omega$, $C$ decays in a time $\hbar/\sqrt D$, a small part of a vibration period, and the cubic term is small there. Keeping the quadratic term and doing the Gaussian integral gives

$$G(E)=\frac{1}{\sqrt{2\pi D}}\exp\left[-\frac{(E-\lambda)^2}{2D}\right].$$

For high temperature put $x=\hbar\omega/2kT$. Since $x\coth x=1+x^2/3+\dots$, we have $D=2\lambda kT(1+x^2/3+\dots)$, which tends to $4E_pkT$. Hence

$$\sigma(E)=\frac{4\pi^2\alpha a^2J^2}{n_rE}\,(1-e^{-E/kT})\,\frac{1}{\sqrt{8\pi E_pkT}}\exp\left[-\frac{(E-2E_p)^2}{8E_pkT}\right].$$

In the opposite limit, $kT\ll\hbar\omega$, the variance saturates at $D=\lambda\hbar\omega$: zero-point motion keeps the band broad, but the thermal width law fails.

**Q.** You truncated a periodic function. With one frequency, $C(t+2\pi/\omega)=C(t)$. Is the spectrum not a set of sharp lines?

**A.** It is. The lines lie at integer multiples of $\hbar\omega$, and the Gaussian is their envelope. With $J=0$ in the line shape, a continuous band needs a spread of frequencies. For modes $k$ with $S_k=\lambda_k/\hbar\omega_k$ and $\sum_k\lambda_k=\lambda$,

$$|C(t)|=\exp\left[-\sum_kS_k(2n_k+1)(1-\cos\omega_kt)\right].$$

The cosines no longer return to one together, so the revivals are suppressed, while the short-time expansion keeps its form. I computed a case with $\lambda=1.6$ eV at 500 K, shared evenly over quanta from 30 to 70 meV. From half a mean period to the end of the time integration, which lies beyond the first mean period, $|C|$ stayed below $10^{-23}$. The resulting smooth band differed from the high-temperature Gaussian by at most 5.5% of the Gaussian's peak.

**Q.** Then the absorption maximum is at $2E_p$?

**A.** Not quite. The centre of $G$ is there, but $\sigma$ carries a factor $1/E$. Near the maximum, for $kT\ll E_p$, the thermal factor is practically one, and

$$\frac{d\ln\sigma}{dE}=-\frac1E-\frac{E-\lambda}{D}=0\quad\Rightarrow\quad E^2-\lambda E+D=0 .$$

The maximum is the upper root,

$$E_{\max}=\frac{\lambda+\sqrt{\lambda^2-4D}}{2}\simeq\lambda-\frac D\lambda=2E_p-2kT .$$

The lower root lies near $2kT$, where the thermal factor cannot be dropped, so it has no meaning here.

**Q.** What happens far below the maximum? A formula with $1/E$ in it looks dangerous.

**A.** The thermal factor removes the divergence, because $(1-e^{-E/kT})/E\to1/kT$. The exponent of $G$ at $E\to0$ is $-(2E_p)^2/(8E_pkT)$, so

$$\sigma\propto\frac{1}{kT\sqrt{E_pkT}}\,e^{-E_p/2kT}.$$

This is activated hopping: a fluctuation costing $E_p/2$ makes the two site energies equal, and no photon energy is needed for the transfer. Three restrictions apply. At such a crossing $J$ splits the levels by $2J$, so the expansion in $J$ is unreliable for $E\lesssim2J$. An isolated pair carries no steady current, so the limit means photon energies still well above $\hbar$ times the hopping rate. Finally, the tail is more sensitive to the finite quantum than the maximum is: for the example below, the true absorption near 0.2 eV is about 30% above the formula at 500 K and about three times the formula at 300 K.

**Q.** Put numbers in, for something a device engineer would recognise.

**A.** Take round parameters in the rough regime of a self-trapped hole in beta gallium oxide, in a power device at 500 K: $E_p=0.8$ eV, $\hbar\omega=50$ meV, $J=50$ meV, $a=0.30$ nm, $n_r=1.9$. With $kT=0.0431$ eV,

$$\lambda=2(0.8)=1.6\ \text{eV},\qquad D=4(0.8)(0.0431)=0.138\ \text{eV}^2 .$$

The centre of $G$ corresponds to 775 nm. Its standard deviation is $\sqrt D=0.371$ eV, and its full width at half maximum is $\sqrt{8\ln2\,D}=0.874$ eV. The absorption maximum is

$$E_{\max}=\tfrac12\left(1.6+\sqrt{2.56-0.552}\right)=1.509\ \text{eV},$$

or 822 nm. The shift of $-91$ meV is close to $-2kT=-86$ meV. There $G=1.04\ \text{eV}^{-1}$, and

$$\sigma_{\max}=\frac{4\pi^2\alpha(0.30)^2(0.050)^2}{1.9(1.509)}(1.04)\ \text{nm}^2=2.4\times10^{-5}\ \text{nm}^2=2.4\times10^{-19}\ \text{cm}^2 .$$

With one such pair per hole, aligned with the light, a hole density of $10^{18}\ \text{cm}^{-3}$ gives an absorption coefficient of $0.24\ \text{cm}^{-1}$. In a crystal the transfers to all neighbours add: on a simple cubic lattice the hole has two neighbours along the light, which doubles this value. With $5\times10^{22}$ sites per $\text{cm}^3$, a fraction $2\times10^{-5}$ is occupied, so blocking of the final site is negligible.

**Q.** Is 500 K high enough? One quantum exceeds $kT$.

**A.** The comparison that matters is $x=\hbar\omega/2kT=0.58$, whose square enters with a factor $1/3$. The full quantum width exceeds the classical one by 5% at 500 K and by 14% at 300 K. The largest error of the Gaussian as an envelope of the single-frequency lines, relative to its peak, is 12% at 300 K, 5.3% at 500 K and 0.4% at 2000 K. The last temperature is a setting of the model, not of a device.

**Q.** All of that uses $J=0$ in the line shape. Has the coupled pair been solved?

**A.** Yes, by diagonalizing it with both sites, the vibrations and $J$ together, and using the dipole $d$ itself. At 2000 K with $J=2$ meV and the other parameters unchanged, the cross-section agreed with the formula within 0.6% of its peak, for photon energies from 0.35 to 4 eV. Both curves were smeared by a Gaussian of standard deviation 50 meV to merge the lines. This tests the shape and the factor $a^2J^2/E$ with its coefficient; the constant $4\pi^2\alpha/n_r$ is common to both curves and rests on the derivation above.

At 500 K, with the same smearing, the maxima are 1.509 eV for the formula and 1.486 eV for the pair with $J=2$ meV. The difference, 23 meV, comes from the finite quantum, in two parts. The larger $D=(0.391\ \text{eV})^2$ lowers the root by 11 meV. The cubic term multiplies $G$, to first order and with $y=E-\lambda$, by

$$1+\frac{\kappa_3}{6}\left(\frac{y^3}{D^3}-\frac{3y}{D^2}\right).$$

Near $y=0$ this shifts the maximum by $-\kappa_3/2D=-13$ meV. For $J=50$ meV the output lists 1.473 eV, but the further 13 meV should not be read as an effect of $J$. The lines are collected in 2 meV bins, and the top of the band is so flat that an error in the curve of under 1% across 0.1 eV moves the maximum that far. The peak height of the example pair is 3 to 4% below the formula.

**Q.** A power device has a strong field, and a crystal has more than two sites.

**A.** A site-energy difference $\Delta$ adds $\pm\Delta$ to $V$ and leaves $[H,\sigma_z]$ unchanged. The centres become $2E_p\pm\Delta$, for transfer up or down in energy. A field of 3 MV/cm along the pair gives $\Delta=eFa=0.09$ eV. The comparison at 2000 K, repeated with this offset and thermal site populations, again agreed within 0.6% of the peak. At a rough breakdown field of 8 MV/cm the shift is $\pm0.24$ eV. These are shifts for a single pair. In a crystal with equivalent neighbours on both sides along the field, the upward and downward transfers add with equal weight, so the centre of $G$ stays at $2E_p$ and the band broadens: $\Delta^2$ is added to $D$.

In a crystal the carrier can spread from the final site over other undistorted sites. On a simple cubic lattice, used as a stand-in, five neighbours remain besides the distorted site left behind. Since $-J$ connects the final site to each, a carrier that starts wholly on one site has an unchanged mean energy and a variance larger by $5J^2=(0.112\ \text{eV})^2$. Added to $D$, this widens the band by 4%. The starting state is itself slightly mixed with its neighbours. That mixing, left out here, also enters at order $J^2$ and shifts the centre a little, so the 4% is an estimate.

**Q.** What if the two sites distort the same atoms?

**A.** Then the factor two itself changes. Let site $i$ couple to mode $q$ with strength $g_qe^{iq\cdot R_i}$. The mean of $V$ in the lattice relaxed around site 1 is the sum of $\hbar\omega_q$ times the squared difference of the couplings:

$$\lambda=\sum_q\hbar\omega_q|g_q|^2\,|1-e^{iq\cdot a}|^2=2\sum_q\hbar\omega_q|g_q|^2(1-\cos q\cdot a)=2E_p(1-c),$$

$$c=\frac{1}{E_p}\sum_q\hbar\omega_q|g_q|^2\cos q\cdot a .$$

Independent distortions have $c=0$. For purely long-range polar coupling with one frequency, $|g_q|^2\propto1/q^2$ cancels the volume factor $q^2dq$, and the angular average of the cosine is $\sin(qa)/(qa)$. With a spherical cutoff $q_c$,

$$c=\frac{1}{q_ca}\int_0^{q_ca}\frac{\sin u}{u}\,du .$$

The site density $N$ gives $q_c=(6\pi^2N)^{1/3}=14.4\ \text{nm}^{-1}$ and $c=0.39$. At fixed $E_p=0.8$ eV the centre falls from 1.6 to 0.97 eV.

**Q.** So how much of this may I carry over to gallium oxide?

**A.** The mechanism and the rough position of the band, but not its strength. Holes there are expected to self-trap on oxygen, and $E_p=0.8$ eV, $\hbar\omega=50$ meV and $a=0.30$ nm are plausible rough values, not fitted ones. The transfer energy $J$ is less certain: it depends on how the oxygen p orbitals are oriented and may be several times larger when they point at each other. For a pair the absorption goes as $J^2$ at this order, so a value five times larger would make it 25 times stronger. This presumes that the hole still self-traps. If so large a $J$ connected it to all six neighbours of the simple cubic lattice, a free carrier would have the energy $-6J=-1.5$ eV, far below $-E_p=-0.8$ eV, and the small-polaron picture would fail. A hole density of $10^{18}\ \text{cm}^{-3}$ is far above equilibrium in this n-type material; the absorption coefficient scales linearly with it. Two assumptions are clearly broken. The oxygen sites are not all equivalent, and a transfer between unlike sites moves the centre by their energy difference. Nor are the distortions independent, because the oxide is polar. Its coupling has both short-range and polar parts. If the two sites are equivalent, their short-range distortions are independent, and the two parts contribute separately to $E_p$, then $c$ is a weighted mean of 0 and 0.39, and the centre lies between 0.97 and 1.6 eV for the same $E_p$ and the cutoff used above. A smaller cutoff would raise $c$ and lower the first of these limits. That uncertainty exceeds every other shift of the centre sized here. Reading $E_p$ from a measured band as half its centre is therefore justified only if the two sites are equivalent and the overlap $c$ is known to be small. For equivalent sites with overlap, half the centre gives $E_p(1-c)$. The numerical output lists the remaining values.

## Computed values

```
single-site relaxation energy Ep: 0.800 eV
vibrational quantum: 50.0 meV
transfer energy J: 50.0 meV
site distance a: 0.30 nm
refractive index: 1.90
temperature: 500 K
thermal energy kT: 43.09 meV
coupling g^2 = Ep/quantum: 16.0
mean gap from diagonalization: 1.60000 eV
Gaussian centre 2Ep: 1.600 eV = 774.9 nm
Gaussian standard deviation: 0.3713 eV
Gaussian full width at half maximum: 0.8744 eV
absorption maximum: 1.5086 eV = 821.8 nm
maximum minus 2Ep: -91.4 meV
estimate -2kT: -86.2 meV
peak cross-section: 2.357e-19 cm^2
chosen hole density: 1.0e+18 cm^-3
peak absorption coefficient: 0.236 cm^-1
site density: 5.0e+22 cm^-3
fraction of sites occupied: 2.0e-05
quantum standard deviation, 500 K: 0.3912 eV
quantum/classical width, 500 K: 1.0535
quantum/classical width, 300 K: 1.1375
skewness of line comb, 500 K: 0.0668
envelope error / peak, 300 K: 12.35 %
envelope error / peak, 500 K: 5.25 %
envelope error / peak, 2000 K: 0.40 %
spread quanta, lowest: 30 meV
spread quanta, highest: 70 meV
spread-quanta band error / peak, 500 K: 5.48 %
largest |C| after half a mean period: 6.1e-24
test transfer energy: 2.0 meV
pair test error, no offset, 2000 K: 0.60 %
pair test error, with offset, 2000 K: 0.58 %
smeared maximum, Gaussian formula: 1.5085 eV
smeared maximum, pair with small J: 1.4856 eV
smeared maximum, pair with example J: 1.4728 eV
peak height/J^2, example J over small J: 1.0050
peak height, example pair over formula: 0.9675
final-state spread, cubic cluster: 0.1118 eV
width factor from that spread: 1.0443
operating field: 3.0 MV/cm
centre shift at operating field: +/-90.0 meV
rough breakdown field: 8.0 MV/cm
centre shift at breakdown: +/-240.0 meV
polar-mode cutoff: 14.36 nm^-1
distortion overlap c, polar limit: 0.3936
1-c from three-dimensional mode sum: 0.6118
centre in polar limit: 0.970 eV
```
